# Deriving the LHF/CEDA and KLI exchange potentials from the OEP equation

**Question: why is LHF/CEDA invariant under occupied rotations and KLI not, and does it matter for Be?**

I am coding exchange-only local potentials for closed-shell atoms. KLI and the localized Hartree-Fock (LHF, also CEDA) potential both come from the OEP equation with one common energy denominator, yet LHF has extra off-diagonal terms. Where does the difference enter? How does one prove that LHF does not change when I mix occupied orbitals and that KLI does? Diagonal constants do not look dangerous to me. And how large is the effect for beryllium?

**Answer**

I use atomic units, a closed shell, and one spin channel with $N$ orthonormal occupied orbitals $\varphi_i$; $a$ labels virtual orbitals. Let $P=\sum_i|\varphi_i\rangle\langle\varphi_i|$, $Q=1-P$, $\gamma(\mathbf r,\mathbf r')=\langle\mathbf r|P|\mathbf r'\rangle$, $n=\gamma(\mathbf r,\mathbf r)$, total density $\rho=2n$. The Fock exchange operator has kernel $K(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$, the local exchange potential sought is $v$, and $\Delta_{pq}=\langle p|v-K|q\rangle$.

### The OEP equation

The orbitals, real for now, are eigenfunctions of $h_s=h+v_H+v$ with $h=-\tfrac12\nabla^2+v_{\rm ext}$. The energy is $E=2\sum_i\langle i|h|i\rangle+J+E_x$, with the Hartree energy $J=\tfrac12\int\rho v_H$ and $E_x=-\iint\gamma^2/|\mathbf r-\mathbf r'|$. Vary the orbitals. The first term gives $4\sum_i\langle\delta\varphi_i|h|\varphi_i\rangle$. The second gives $\int v_H\,\delta\rho$ with $\delta\rho=4\sum_i\varphi_i\delta\varphi_i$. The third gives $-2\iint\gamma\,\delta\gamma/|\mathbf r-\mathbf r'|$, and the two equal halves of $\delta\gamma$ make it $4\sum_i\langle\delta\varphi_i|K|\varphi_i\rangle$. Hence $\delta E=4\sum_i\langle\delta\varphi_i|F|\varphi_i\rangle$ with $F=h+v_H+K=h_s-(v-K)$.

A change $\delta v_s$ of the local potential gives $\delta\varphi_i=\sum_{p\ne i}\varphi_p\langle p|\delta v_s|i\rangle/(\varepsilon_i-\varepsilon_p)$. Since $\langle p|h_s|i\rangle=0$ for $p\neq i$,
$$\delta E=-4\int\delta v_s\sum_i\sum_{p\ne i}\frac{\varphi_i\varphi_p\Delta_{pi}}{\varepsilon_i-\varepsilon_p}.$$
An occupied pair $i,j$ appears twice, with the same numerator and opposite denominators, and cancels. Stationarity for every $\delta v_s$ is the OEP equation
$$\sum_{i,a}\frac{\varphi_i\varphi_a\Delta_{ai}}{\varepsilon_i-\varepsilon_a}=0,$$
and the sum may be written with or without the occupied pairs. The two approximations differ in which form is approximated.

### CEDA and LHF

Replace all $\varepsilon_i-\varepsilon_a$ by one constant, which divides out, and use $\sum_a|a\rangle\langle a|=Q$. Since $\sum_i\varphi_i^*(\mathbf r)(X\varphi_i)(\mathbf r)=\langle\mathbf r|XP|\mathbf r\rangle$ for any operator $X$, the equation is
$$\langle\mathbf r|Q(v-K)P|\mathbf r\rangle=0.\tag{1}$$
Insert $Q=1-P$. The pieces are $\langle\mathbf r|vP|\mathbf r\rangle=nv$, then $\langle\mathbf r|KP|\mathbf r\rangle=-\int|\gamma|^2/|\mathbf r-\mathbf r'|\,d^3r'\equiv nv_S$, which defines the Slater potential, and $\langle\mathbf r|P(v-K)P|\mathbf r\rangle=\sum_{ij}\varphi_i\Delta_{ij}\varphi_j^*$. All three are real, so (1) serves for complex orbitals too:
$$v=v_S+\frac1n\sum_{ij}\varphi_i\Delta_{ij}\varphi_j^*.\tag{2}$$

The LHF argument reaches the same place. Suppose the Hartree-Fock and Kohn-Sham determinants coincide. Then $QFP=0$ and $Qh_sP=0$ with the same $v_H$, and the difference is $Q(v-K)P=0$. Its diagonal is (1). A local $v$ need not be able to satisfy the full operator equation, and (1) is its least-squares solution: for $\mathcal F[v]=\sum_{ia}\Delta_{ai}^2$ at fixed real orbitals, $\delta\mathcal F/\delta v(\mathbf r)=2\sum_{ia}\varphi_i\varphi_a\Delta_{ai}$, and $\mathcal F$, a sum of squares of affine functions of $v$, is convex, so the stationary point is its minimum.

### KLI

Apply the common denominator to the form that keeps the occupied pairs. They no longer cancel, since the cancellation came from the sign of the denominator. Closure now reads $\sum_{p\ne i}|p\rangle\langle p|=1-|i\rangle\langle i|$, so
$$v=v_S+\frac1n\sum_i|\varphi_i|^2\Delta_{ii}.\tag{3}$$
The projector $|i\rangle\langle i|$ refers to a single orbital, where (1) contains only $P$. Neither common-denominator step is an expansion in a small parameter.

### Existence and uniqueness

Take $\langle i|\cdots-K|j\rangle$ of (2), with $b_{ij}=\langle i|v_S-K|j\rangle$:
$$(1-M)\Delta=b,\qquad M_{ij,pq}=\int\frac{\varphi_i^*\varphi_j\varphi_p\varphi_q^*}{n}.$$
Conversely a solution inserted in (2) gives $\langle i|v-K|j\rangle=b+M\Delta=\Delta$, so the two problems are equivalent. $M$ is Hermitian for the product $(c,c')=\mathrm{Tr}\,c^\dagger c'$. For a matrix $c$ put $f=\sum_{pq}\varphi_pc_{pq}\varphi_q^*/n=\xi^\dagger c\,\xi$, with the unit vector $\xi_q=\varphi_q^*/\sqrt n$; then $(Mc)_{ij}=\langle i|f|j\rangle$. Hermitian $c$ gives real $f$ and Hermitian $Mc$, so any eigenvector splits into Hermitian ones and these suffice. By Cauchy-Schwarz $f^2\le\xi^\dagger c^2\xi$, and by orthonormality
$$0\le(c,Mc)=\int nf^2\le\int n\,\xi^\dagger c^2\xi=\mathrm{Tr}\,c^2 .$$
Eigenvalue 1 requires equality, so $\xi(\mathbf r)$ is an eigenvector of $c$ at every point, with eigenvalue $f(\mathbf r)$. This function is continuous and can take only $N$ values, so it is a constant $\lambda$ if the region $n>0$ is connected. Then $\sum_q(c-\lambda)_{pq}\varphi_q^*=0$ everywhere, and linear independence gives $c=\lambda\mathbb 1$. The system is solvable because $b$ is orthogonal to that null vector: $\mathrm{Tr}\,b=\int nv_S-\sum_iK_{ii}=0$ by the definition of $v_S$. Adding $\lambda\mathbb 1$ to $\Delta$ adds $\lambda$ to $v$, so $v$ is unique up to a constant. The argument restricted to diagonal $c$ covers KLI.

One way to fix the constant is $\mathrm{Tr}\,\Delta=0$. The physical way uses canonical orbitals: they decay as $e^{-\kappa_ir}$ with $\kappa_i=\sqrt{2[v_s(\infty)-\varepsilon_i]}$, which does not depend on the constant in $v$. If the highest orbital $H$ is non-degenerate, as in Be, then far out, off any nodal surface of $\varphi_H$, only $\varphi_H$ survives in $n$ and $\gamma$, giving $v_S\to-1/r$ and $v\to-1/r+\Delta_{HH}$. For a degenerate highest shell the orbitals of the shell survive together; if their block of $\Delta$ is $\lambda\mathbb 1$, their terms in (2) sum to $\lambda$, which is then the common value of $\Delta_{HH}$. One sets $\Delta_{HH}=0$.

### Invariance of LHF

Let $\varphi'_j=\sum_i\varphi_iU_{ij}$ with $U$ unitary. Then $P'=\sum_{ik}|\varphi_i\rangle(UU^\dagger)_{ik}\langle\varphi_k|=P$, so $Q$, $\gamma$ and $K$ are unchanged and (1) is the same equation. By uniqueness the solutions agree up to a constant. For the same $v$, $\Delta'=U^\dagger\Delta U$ has the same trace, so in the trace gauge $v'=v$.

Choosing $U$ to diagonalise the Hermitian matrix $\Delta$ turns (2) into (3). The LHF potential therefore solves the KLI equation in that basis, and by uniqueness it is the KLI potential there.

### Non-invariance of KLI

Two real orbitals give a closed form, which suffices as a counterexample. Define
$$z=\frac{\varphi_1^2-\varphi_2^2}{n},\qquad x=\frac{2\varphi_1\varphi_2}{n},\qquad m_{ab}=\tfrac12\int n\,ab\quad(a,b\in\{z,x\}).$$
Then $z^2+x^2=1$, so $\mathrm{Tr}\,m=\tfrac12\int n=1$, and $\int nz=\int nx=0$ by orthonormality. In the trace gauge $\Delta_{11}=-\Delta_{22}=d_z$, $\Delta_{12}=d_x$, and (2) reads $v=v_S+d_zz+d_xx$. With $\varphi_1^2=n(1+z)/2$ and $\varphi_1\varphi_2=nx/2$, one has $\langle1|a|1\rangle=m_{za}$ and $\langle1|a|2\rangle=m_{xa}$. With $\boldsymbol\beta=(b_{11},b_{12})$,
$$(1-m)\,\mathbf d=\boldsymbol\beta .$$

Rotate: $\varphi_1'=\cos\theta\,\varphi_1+\sin\theta\,\varphi_2$, $\varphi_2'=-\sin\theta\,\varphi_1+\cos\theta\,\varphi_2$. Expanding the squares gives $z'=z\cos2\theta+x\sin2\theta=\mathbf e\cdot(z,x)$ with $\mathbf e=(\cos2\theta,\sin2\theta)$. Using $b_{22}=-b_{11}$, $b'_{11}=(\cos^2\theta-\sin^2\theta)\,b_{11}+2\sin\theta\cos\theta\,b_{12}=\mathbf e\cdot\boldsymbol\beta$. KLI is $v=v_S+d\,z'$ with $d=b'_{11}+d\,\langle1'|z'|1'\rangle$, and $\langle1'|z'|1'\rangle=\tfrac12\int nz'^2=\mathbf e\cdot m\,\mathbf e$. Thus
$$v_{\rm KLI}(\theta)=v_S+d(\theta)\,\mathbf e\cdot(z,x),\qquad d(\theta)=\frac{\mathbf e\cdot\boldsymbol\beta}{1-\mathbf e\cdot m\,\mathbf e}.\tag{4}$$

The functions $1,z,x$ are independent. If $A+Bz+Cx=0$, integrating against $n$ gives $A=0$. For nodeless $\varphi_1$, as in Be, $t=\varphi_2/\varphi_1$ is continuous and obeys $B(1-t^2)+2Ct=0$; unless $B=C=0$ it is constant, which contradicts orthonormality. So $m$ is positive definite, its eigenvalues $\mu$ and $1-\mu$ lie strictly between 0 and 1, and the denominator in (4) is positive. Invariance up to a constant then requires the vector $d(\theta)\mathbf e(\theta)$ to be the same for all $\theta$. Since $\mathbf e$ turns, $d\equiv0$ and $\boldsymbol\beta=0$, the case in which $v_S$ already solves LHF. Otherwise KLI changes. It equals LHF when $\mathbf e\parallel\mathbf d$, at $\tan2\theta^*=d_x/d_z$.

This is a statement about the map from orbitals to potential. Self-consistent KLI with canonical, non-degenerate orbitals is a definite prescription, but inserting localized orbitals in (3) gives a different potential; the canonical orbitals must first be recovered by diagonalising $h_s$ in the occupied space, a step (2) does not need for $v$ up to its constant, although the condition $\Delta_{HH}=0$ on that constant still refers to the canonical highest orbital.

### Beryllium at fixed orbitals

The numbers are for $1s^22s^2$, exchange only, non-relativistic, point nucleus, on a radial grid of 153 points in a box of 13.229 Å. Take self-consistent LHF orbitals, $1=1s$, $2=2s$, both positive near the nucleus. Quadrature gives $m_{zz}=0.89877$, $m_{zx}=0.12884$, $m_{xx}=0.10123$, $\beta_z=0.7679$ eV, $\beta_x=-0.5111$ eV. The eigenvalues of $m$ are $0.08093$ and $0.91907$; $M$ has in addition 1 (the identity) and 0 (antisymmetric $c$, for which $f=0$).

With $\det(1-m)=0.10123\times0.89877-0.12884^2=0.07438$,
$$d_z=\frac{0.89877\times0.7679-0.12884\times0.5111}{0.07438}=8.394\ \text{eV},$$
$$d_x=\frac{0.12884\times0.7679-0.10123\times0.5111}{0.07438}=0.635\ \text{eV},$$
and $\theta^*=\tfrac12\arctan(0.6346/8.3938)=2.16^\circ$. Canonical KLI has $d(0)=0.7679/0.10123=7.586$ eV, and at $45^\circ$ $d=-0.5111/0.89877=-0.569$ eV.

The dropped element is small, yet it feeds back on the diagonal. The first row, $(1-m_{zz})d_z=\beta_z+m_{zx}d_x$, gives $d_z-d(0)=m_{zx}d_x/(1-m_{zz})=0.12884\times0.6346/0.10123=0.808$ eV. The denominator $1-m_{zz}=m_{xx}=2\int\varphi_1^2\varphi_2^2/n$ measures the spatial overlap of the two shells and is small here.

For two potentials with coefficient difference $\boldsymbol\delta$ the $n$-weighted mean difference vanishes and the mean square is $\tfrac12\int n(\delta_zz+\delta_xx)^2=\boldsymbol\delta\cdot m\,\boldsymbol\delta$. For KLI minus LHF, $\boldsymbol\delta=(-0.8078,-0.6346)$ eV gives $0.5865+0.1321+0.0408=0.7594$ eV², an rms of $0.871$ eV. The rms distance from LHF is zero at $\theta^*$, $3.47$ eV at $10^\circ$, $7.67$ eV at $22.5^\circ$ and $8.13$ eV at $45^\circ$, slightly worse than the Slater potential at $8.05$ eV. The values of $\mathcal F$ are $12.89$ (Slater), $2.51$ (KLI) and $2.35$ eV² (LHF); the nonzero minimum shows that no local $v$ gives $Q(v-K)P=0$ for these orbitals.

### Beryllium, self-consistent

Two diagnostics are useful. The first is the formal first-order density change on replacing $v$ by $K$ with $v_H$ and $K$ held fixed, $\delta\rho=-4\sum_{ia}\varphi_i\varphi_a\Delta_{ai}/(\varepsilon_i-\varepsilon_a)$, which is the OEP residual and vanishes for OEP. It is not the difference from the Hartree-Fock density: $K-v$ is not small within the occupied and virtual blocks, and the OEP and Hartree-Fock densities differ slightly. The second is the virial defect. Scale the orbitals as $\lambda^{3/2}\varphi(\lambda\mathbf r)$. The expectation value of $h_s$ becomes $\lambda^2T+\int\rho(\mathbf r)v_s(\mathbf r/\lambda)$, with $v_s=v_{\rm ext}+v_H+v$, and is stationary at $\lambda=1$, so $2T=\int\rho\,\mathbf r\cdot\nabla v_s$. The nuclear part gives $-E_{ne}$ because $\mathbf r\cdot\nabla(-Z/r)=Z/r$. The Hartree part, symmetrised in $\mathbf r,\mathbf r'$, gives $-J$ because $1/|\mathbf r-\mathbf r'|$ is homogeneous of degree $-1$. The exchange part is integrated by parts. Then
$$E+T=2T+E_{ne}+J+E_x=E_x-\int v\,(3\rho+\mathbf r\cdot\nabla\rho).$$
For OEP this vanishes: the scaled orbitals belong to the local potential $\lambda^2v_s(\lambda\mathbf r)$, so $E(\lambda)=\lambda^2T+\lambda(E-T)$ is stationary at $\lambda=1$, which gives $E+T=0$.

The OEP reference is LHF plus 18 cubic splines, shifted like the others to $\Delta_{22}=0$. Its energy, $-396.536$ eV ($-14.57243$ hartree), is an upper bound to the unrestricted OEP on this grid, with a residual $\int|\delta\rho|$ of $0.00007$ electrons. Hartree-Fock lies $16.1$ meV lower, as it must lie lower, being the unconstrained minimum.

| | OEP | KLI | LHF |
|---|---|---|---|
| $E-E_{\rm OEP}$ (meV) | 0 | 4.1 | 3.8 |
| $\varepsilon_{1s}$ (eV) | −112.27 | −113.39 | −111.97 |
| $\varepsilon_{2s}$ (eV) | −8.41 | −8.40 | −8.41 |
| $2p$–$2s$ gap (eV) | 3.57 | 3.53 | 3.54 |
| $E+T$ (meV) | 0.0 | +577 | −471 |
| $\int\lvert\delta\rho\rvert$ (electrons) | 0.0001 | 0.0127 | 0.0114 |

In hartree, KLI gives $-14.57228$ and LHF $-14.57229$. The energies are close because $E$ is stationary at the OEP, so an error in $v_s$ enters it at second order, while eigenvalues and the virial defect respond at first order. LHF comes out $0.25$ meV below KLI. No theorem fixes that order, since LHF minimises $\mathcal F$ at fixed orbitals and not $E$, and its convergence with the grid was not tested separately.

Relative to OEP, $\varepsilon_{1s}$ is $1.12$ eV too low in KLI and $0.30$ eV too high in LHF, and the rms deviation of $v$ from the OEP potential, weighted with the LHF $n$ and with the weighted mean difference removed, is $0.80$ eV against $0.59$ eV. These figures and the pointwise OEP values below refer to the 18-spline reference. Since $E$ is insensitive to $v$ at first order, a good energy does not guarantee a converged potential. Larger expansions of the OEP leave $E$, $\varepsilon_{1s}$ and the rms figures unchanged at the digits shown, but lower the two pointwise OEP values below by about $0.16$ eV (at $0.635$ Å) and $0.12$ eV (at $0.450$ Å), so those hold only to $0.1$–$0.2$ eV; the comparisons drawn from them are unaffected. LHF is not closer everywhere: at $0.635$ Å KLI, LHF and OEP give $-10.87$, $-11.03$ and $-10.61$ eV. At $0.450$ Å both miss the OEP value, $-15.18$ and $-14.34$ against $-12.48$ eV. The large distance of $\varepsilon_{1s}$ from the Hartree-Fock $-128.78$ eV is almost entirely $\Delta_{11}$: from $F=h_s-(v-K)$, $\langle1|F|1\rangle=\varepsilon_{1s}-\Delta_{11}$, where the shift to $\Delta_{22}=0$ makes $\Delta_{11}=2d_z=16.79$ eV in LHF, so $-111.97-16.79=-128.76$ eV; KLI, with $\Delta_{11}=15.29$ eV, gives $-113.39-15.29=-128.68$ eV. Neither need equal the Hartree-Fock eigenvalue exactly, since $F$ and $\varphi_1$ are built from Kohn-Sham orbitals. At $9.38$ Å both potentials have $rv=-14.400$ eV Å, the $-1/r$ tail. Self-consistent KLI built from orbitals rotated by $45^\circ$ lies $277$ meV above OEP, with virial defect $10.7$ eV.

The numerical check asserts the energy gradient against finite differences, (2) and (3) against explicit sums over states, LHF against direct minimisation of $\mathcal F$, the closed form (4), the virial identity for the three approximate potentials, and, with random complex unitaries for two and three orbitals, that LHF is unchanged (largest change $10^{-13}$ eV), that KLI changes, and that the two coincide in the basis diagonalising $\Delta$.

### Limits

For $N=1$, $Q K\varphi=Qv_S\varphi$ because $K\varphi=v_S\varphi$, so every $\Delta_{ai}$ vanishes at $v=v_S$, and Slater, KLI, LHF and OEP coincide. For fragments with non-overlapping densities the region $n>0$ is disconnected, and $f$ may take a different eigenvalue $\lambda$ of $c$ on each fragment. Eigenvectors of different eigenvalues are orthogonal and $\gamma(\mathbf r,\mathbf r')=\sqrt{n(\mathbf r)n(\mathbf r')}\,\xi(\mathbf r)^\dagger\xi(\mathbf r')$, so this requires $\gamma=0$ between the fragments, that is, an occupied space spanned by orbitals each confined to one fragment. In that case the relative constants are not fixed by (1). If $\gamma$ connects the fragments, as for a single occupied orbital spread over both, the values of $\lambda$ coincide and $v$ is again unique up to one constant. Weakly overlapping groups give an eigenvalue of $M$ near 1 and an ill-conditioned system; in Be the shell eigenvalue $0.919$ already amplifies one component of $\boldsymbol\beta$ by $1/0.081\approx12$. Within a degenerate occupied set the canonical orbitals are themselves defined only up to a rotation. KLI is unaffected if the block of $\Delta$ in that set is proportional to the identity, which Schur's lemma ensures for a complete symmetry shell in a fully symmetric $v$, and it is not protected otherwise. The invariance proof uses $P^2=P$ with all occupations equal to one, and says nothing about mixing orbitals of different fractional occupation.

## Numbers as computed

```
Be Z=4; grid 153 points, box 13.229 A; OEP splines 18
1 hartree = 27.211386 eV; 1 bohr = 0.529177 A
HF grid -396.5522 eV, HF Gaussian -396.5522 eV
HF: E = -396.5522 eV (-14.573023 Ha), E-E_OEP = -16.07 meV
HF: Ex = -72.5704 eV, E+T = 0.0 meV
HF: eps1s = -128.783 eV, eps2s = -8.4157 eV
OEP: E = -396.5361 eV (-14.572432 Ha), E-E_OEP = 0.00 meV
OEP: Ex = -72.5394 eV, E+T = -0.0 meV
OEP: eps1s = -112.266 eV, eps2s = -8.4145 eV
KLI: E = -396.5320 eV (-14.572282 Ha), E-E_OEP = 4.08 meV
KLI: Ex = -72.5779 eV, E+T = 576.9 meV
KLI: eps1s = -113.386 eV, eps2s = -8.4043 eV
LHF: E = -396.5323 eV (-14.572292 Ha), E-E_OEP = 3.83 meV
LHF: Ex = -72.4600 eV, E+T = -471.4 meV
LHF: eps1s = -111.970 eV, eps2s = -8.4110 eV
KLI45: E = -396.2589 eV (-14.562247 Ha), E-E_OEP = 277.16 meV
KLI45: Ex = -73.8813 eV, E+T = 10703.3 meV
KLI45: eps1s = -125.224 eV, eps2s = -8.0227 eV
E_LHF - E_KLI = -0.252 meV
OEP: 2p-2s gap = 3.570 eV, int|density shift| = 0.00007 electrons
KLI: 2p-2s gap = 3.529 eV, int|density shift| = 0.01269 electrons
LHF: 2p-2s gap = 3.542 eV, int|density shift| = 0.01142 electrons
KLI45: 2p-2s gap = 3.330 eV, int|density shift| = 0.28710 electrons
KLI SCF, gauge D22=0: D11 = 15.2926 eV, D12 = 0.4654 eV
KLI: r*vx at 9.38 A = -14.3996 eV A
LHF SCF, gauge D22=0: D11 = 16.7876 eV, D12 = 0.6346 eV
LHF: r*vx at 9.38 A = -14.3996 eV A
expected -e^2/(4 pi eps0) = -14.3996 eV A
vx at 0.132 A: KLI -60.90, LHF -59.16, OEP -59.54 eV
vx at 0.450 A: KLI -15.18, LHF -14.34, OEP -12.48 eV
vx at 0.635 A: KLI -10.87, LHF -11.03, OEP -10.61 eV
vx at 1.164 A: KLI -10.18, LHF -10.21, OEP -10.22 eV
SCF rms(vx): KLI-LHF 0.8421, KLI-OEP 0.7955, LHF-OEP 0.5885 eV
--- fixed LHF orbitals, gauge Tr Delta = 0, both u>0 near nucleus ---
m_zz = 0.89877, m_zx = 0.12884, m_xx = 0.10123
eigenvalues of M: 0.00000 0.08093 0.91907 1.00000
beta_z = 0.7679 eV, beta_x = -0.5111 eV
LHF d_z = 8.3938 eV, d_x = 0.6346 eV, theta* = 2.162 deg
theta   0.000 deg: e.beta 0.7679 eV, e.m.e 0.89877, d 7.5860 eV
   rms KLI(theta)-LHF 0.8714 eV, rms KLI(theta)-KLI(0) 0.0000 eV
theta   2.162 deg: e.beta 0.7272 eV, e.m.e 0.91361, d 8.4178 eV
   rms KLI(theta)-LHF 0.0000 eV, rms KLI(theta)-KLI(0) 0.8714 eV
theta  10.000 deg: e.beta 0.5468 eV, e.m.e 0.88830, d 4.8950 eV
   rms KLI(theta)-LHF 3.4685 eV, rms KLI(theta)-KLI(0) 2.6477 eV
theta  22.500 deg: e.beta 0.1816 eV, e.m.e 0.62884, d 0.4892 eV
   rms KLI(theta)-LHF 7.6693 eV, rms KLI(theta)-KLI(0) 6.8176 eV
theta  45.000 deg: e.beta -0.5111 eV, e.m.e 0.10123, d -0.5687 eV
   rms KLI(theta)-LHF 8.1285 eV, rms KLI(theta)-KLI(0) 7.2710 eV
theta -22.500 deg: e.beta 0.9044 eV, e.m.e 0.37116, d 1.4382 eV
   rms KLI(theta)-LHF 7.2336 eV, rms KLI(theta)-KLI(0) 6.3727 eV
rms Slater-LHF = 8.0460 eV
F: Slater 12.8926, KLI 2.5089, LHF 2.3519 eV^2
max change of LHF under random unitaries = 1.1e-13 eV
dE/dlambda for delta v = lambda exp(-r/bohr) (pure number): formula -0.000148, finite difference -0.000148
```
